Why exponential edge roughness needs a cutoff in second-order resistance theory

Suppose the rms edge displacement σ and the correlation length ξ of a metal line are known, and its extra resistance is computed from them by second-order perturbation theory. If the edge has an exponential autocorrelation, the answer depends on how finely the edge is resolved. Once the resolution is much finer than ξ and the line width, each tenfold refinement adds the same amount, and the sum has no limit. Someone who does not know this will take a number set by the sampling interval for a property of the line. The remedy depends on where the divergence comes from, because the resistance of the rough conductor itself can stay finite.

Take a line of uniform thickness t and uniform resistivity ρ, with current flowing along x. Its edges are y = h₁(x) and y = W + h₂(x), the same at every height, so the problem is two-dimensional. Both displacements have zero mean and repeat after a long length L. Local Ohm's law holds, and no current leaves through the edges. The smooth line has R₀ = ρL/(Wt).

In a steady state the field E has neither divergence nor curl. Write it through a stream function ψ:

E_x = ∂ψ/∂y,  E_y = −∂ψ/∂x.

The divergence then vanishes identically, and the zero curl gives Laplace's equation, ∇²ψ = 0. Along an edge with slope h′, the change of ψ per unit x is ∂ψ/∂x + h′ ∂ψ/∂y = −E_y + h′E_x. This is zero because the field is tangent to the edge, so ψ is constant on each edge. The current through a cross-section is

I = (t/ρ) ∫E_x dy = (t/ρ)(ψ_top − ψ_bottom).

Choose ψ = 0 on the bottom edge and ψ = 1 on the top edge, so that I = t/ρ. The voltage over one period, taken along a straight line inside the metal, is V = L⟨∂ψ/∂y⟩, where ⟨ ⟩ is the average over x. Hence

R/R₀ = (V/I)/R₀ = W⟨∂ψ/∂y⟩.

Now expand ψ = ψ₀ + ψ₁ + ψ₂ in powers of the displacements, with ψ₀ = y/W. The edge conditions are transferred to y = W and y = 0 by Taylor series. At the top,

1 = ψ₀(W) + h₂/W + ψ₁(W) + h₂ ∂_yψ₁(W) + ψ₂(W) + …

There is no term in h₂² ∂²ψ₀/∂y², since ψ₀ is linear. Collecting orders, and treating the bottom likewise, gives

ψ₁(W) = −h₂/W,  ψ₁(0) = −h₁/W,
ψ₂(W) = −h₂ ∂_yψ₁(W),  ψ₂(0) = −h₁ ∂_yψ₁(0).

Let a_k and b_k be the Fourier amplitudes of h₁ and h₂, so that h₁ = Σ a_k e^{ikx} and h₂ = Σ b_k e^{ikx}, with k ≠ 0. The harmonic function with the required edge values is

ψ₁ = −(1/W) Σ e^{ikx} [b_k sinh(ky) + a_k sinh(k(W − y))]/sinh(kW).

Its normal derivatives are

∂_yψ₁(W) = −(1/W) Σ k e^{ikx} [b_k coth(kW) − a_k/sinh(kW)],
∂_yψ₁(0) = −(1/W) Σ k e^{ikx} [b_k/sinh(kW) − a_k coth(kW)].

The average of ψ₁ over x is zero, so there is no first-order change of resistance at fixed mean width. The average of ψ₂ is linear in y, because its second derivative vanishes. Its slope is the difference of its edge values divided by W:

⟨∂_yψ₂⟩ = [−⟨h₂ ∂_yψ₁(W)⟩ + ⟨h₁ ∂_yψ₁(0)⟩]/W.

Averaging a product of real functions pairs each amplitude with a complex conjugate. Inserting the derivatives and multiplying by W, we find

δR/R₀ = (1/W) Σ { k coth(kW)(|a_k|² + |b_k|²) − 2k Re(a_k* b_k)/sinh(kW) }.

For a long line with statistically uniform edges, the mean of |a_k|² is S₁(k)/L, and the sum over k becomes L∫dk/2π. Thus

δR/R₀ = (1/W) ∫dk/2π { k coth(kW)[S₁ + S₂] − 2 Re S₁₂ k/sinh(kW) },

where S₁ and S₂ are the power spectra and S₁₂ is the cross-spectrum.

Two limits show what the kernel contains. For kW → 0 both k coth(kW) and k/sinh(kW) tend to 1/W, and the penalty becomes ⟨(h₂ − h₁)²⟩/W². This is the result for slices in series: with d = h₂ − h₁, ⟨W/(W + d)⟩ = 1 + ⟨d²⟩/W² to second order. If instead the two edges move together, a_k = b_k, the identity coth q − 1/sinh q = tanh(q/2) leaves (2k/W) tanh(kW/2)|a_k|². At long wavelength this is k²|a_k|², which sums to the mean square slope. A gently meandering line has both a longer path and a smaller width normal to that path. Each contributes a factor √(1 + h′²), and their product gives the same penalty.

At short wavelength, kW ≫ 1, the cross term is exponentially small and each edge contributes |k|S(k)/W. A fine ripple disturbs the current to a depth of about 1/|k|, so it is felt by its own edge alone. Since |S₁₂| cannot exceed √(S₁S₂), no correlation between the edges can cancel a divergence at large k.

The kernel was tested against finite-element solutions of the full Laplace problem, which bound the resistance from both sides. For two partly correlated edges with W = 1, a period of 6 and a displacement scale of 0.003, the midpoint of the bounds gave a penalty of 0.9491 times the scale squared. The formula gives 0.9502, and without its cross term 1.4906.

For the exponential autocorrelation C(r) = σ² exp(−|r|/ξ), the spectrum is

S(k) = ∫C(r)e^{−ikr}dr = 2σ² Re[1/(1/ξ + ik)] = 2σ²ξ/(1 + k²ξ²).

Cut the integral off at |k| = K. One edge then costs

P(K) = (2σ²ξ/πW) ∫₀ᴷ k coth(kW)/(1 + k²ξ²) dk.

Use coth(kW) = 1 + 2/(e^{2kW} − 1). The first part integrates at once to ln(1 + K²ξ²)/(2ξ²). The second part converges exponentially, so for KW ≫ 1 its upper limit may be taken to infinity. With k = πs/W and z = W/(πξ), the result is

P(K) = (2σ²/πξW) [½ ln(1 + K²ξ²) + F(z)],
F(z) = ∫₀^∞ 2s ds/[(s² + z²)(e^{2πs} − 1)].

To evaluate F, write s/(s² + z²) = ∫₀^∞ e^{−zu} sin(su) du, and expand 1/(e^{2πs} − 1) as Σ e^{−2πns} over n ≥ 1. The integral over s gives Σ u/(u² + 4π²n²), which the partial-fraction series of coth sums to ¼ coth(u/2) − 1/(2u). Since ½ coth(u/2) = 1/(1 − e^{−u}) − ½,

F(z) = ∫₀^∞ e^{−zu}[1/(1 − e^{−u}) − ½ − 1/u] du.

The digamma function, the derivative of ln Γ, has the integral form

digamma(z) = ∫₀^∞ [e^{−u}/u − e^{−zu}/(1 − e^{−u})] du.

Adding the two integrals leaves ∫(e^{−u} − e^{−zu})/u du = ln z and −½∫e^{−zu}du = −1/(2z). Therefore

F(z) = ln z − 1/(2z) − digamma(z).

When Kξ ≫ 1 as well as KW ≫ 1, ½ ln(1 + K²ξ²) tends to ln(Kξ). The penalty of two independent edges then rises by

(4σ²/πξW) ln 10

for each decade of K. This is the logarithmic divergence. Second-order theory assigns no finite resistance to an uncut exponential spectrum, however small σ may be. The constant F(z) carries the effect of finite width. For ξ ≫ W, z is small, digamma(z) ≈ −1/z and F ≈ 1/(2z) = πξ/(2W), so F contributes the series-resistor value σ²/W². For W ≫ ξ, F tends to zero and the logarithm remains.

The origin of the divergence is clearer in real space. Integration by parts gives

∫₀^∞ (1 − cos kr)/r² dr = ∫₀^∞ k sin(kr)/r dr = π|k|/2.

Multiply by S(k) and integrate over k:

∫|k|S(k) dk/2π = (2/π) ∫₀^∞ [C(0) − C(r)]/r² dr.

An exponential autocorrelation has a cusp at r = 0, where C(0) − C(r) ≈ σ²r/ξ. For r ≪ ξ the integrand becomes (σ²/ξ)/r, and every decade of distance in that range counts equally. A Gaussian autocorrelation, σ² exp(−r²/ξ²), starts as σ²r²/ξ² and gives a finite result.

The exponential case is also a borderline. If the spectrum falls as k^{−1−2α}, the integrand |k|S falls as k^{−2α}, and the integral converges only for α > ½. The exponential edge has α = ½. In numerical integrals the ratio of successive decade contributions was 1.585 for α = 0.4, 1.000 for α = 0.5 and 0.631 for α = 0.6. The contributions grow, stay level and shrink, as expected.

Does the real solution of Laplace's equation diverge as well? It does not, provided a straight channel of fixed width g > 0 runs through the metal at every K. Among all divergence-free currents with the same total I, the true current j dissipates least. To see this, add a change u that carries no net current and does not cross the edges. The mixed term in the dissipation is 2∫E·u. Because E derives from a potential and u has no divergence, this equals 2V times the net current of u, and so is zero. What remains is the positive term ρ∫u². Now let the whole current run uniformly in the channel and be zero elsewhere. This is an admissible trial current, so

R ≤ ρL/(gt),

whatever the fine structure of the edges. The condition matters: a Gaussian distribution of displacements allows rare notches that sever a line, and such lines must be excluded from an average.

The divergence thus belongs to the expansion. For a single ripple, the Taylor expansion at the edge requires |kh| ≪ 1, that is, a small slope. In a broad spectrum h also contains long waves, which can make |kh| large for a fine ripple. Such a wave mostly carries the ripple along with the edge, however, and a mere shift of the edge leaves the ripple's penalty |k|S/W almost unchanged. The slope is therefore the relevant measure. The mean square slope of one edge is

⟨h′²⟩ = (2σ²ξ/π) ∫₀ᴷ k²/(1 + k²ξ²) dk = (2σ²/πξ²)[Kξ − arctan(Kξ)],

which grows linearly with K. However small σ/ξ is, a large enough K violates the assumption on which the logarithm rests. The cutoff required by the second-order theory must therefore lie below this failure, or be supplied at a smaller K by the physics of the metal.

Finite-element bounds for one rough edge show both regimes. The width was 3ξ and the period 8ξ, with the random phases held fixed as harmonics were added. At σ = 0.005ξ and Kξ = 3.14, 12.57 and 50.27, the midpoints of the bounds, in units of (σ/ξ)², are 0.266, 0.531 and 0.820. Second-order theory gives 0.266, 0.534 and 0.823. The middle value of the theory lies just above its upper bound, by 0.0002; the cause is the sampling of the edge by straight segments, which lowers this penalty by about 0.003, while higher orders shift it by only about 0.0002. The last step, a factor of four in K, adds 0.289, close to the asymptotic (2/3π) ln 4 = 0.294. The logarithm is therefore present in the full solution while slopes are small.

At σ = 0.5ξ the slopes are not small. The slope formula for the continuous spectrum gives ⟨h′²⟩ of about 0.3, 1.8 and 7.8 at the same three cutoffs. Averaged over a profile and its mirror image, the full penalty at the largest cutoff lies between 12.9 % and 13.9 %, while second-order theory gives 20.6 %. Over the last factor of four in K, the midpoint of the bounds rises by about 3 percentage points and the second-order value by 7.2. The channel bound is 40.1 % there, which is a ceiling and not an estimate. These data show the growth falling well behind the logarithm; the finiteness itself rests on the channel argument.

For a worked example, take a ruthenium-like line with rough typical values: W = 20 nm, t = 40 nm, σ = 1 nm and ξ = 20 nm on both edges, which are independent. With a bulk resistivity of 8 µΩ cm and a product of resistivity and mean free path of 5×10⁻¹⁶ Ω m², the mean free path is

ℓ = 5×10⁻¹⁶/(8×10⁻⁸) m = 6.25 nm.

Below this length local Ohm's law no longer describes the current near an edge. That suggests K = 1/ℓ = 0.160 nm⁻¹ as a cutoff, an order-of-magnitude choice and not a sharp limit. Then Kξ = 3.2 and z = 0.3183, and the terms are

½ ln(1 + 3.2²) = 1.210,
F = −1.1447 − 1.5708 + 3.2902 = 0.5747,
4σ²/(πξW) = 0.3183 %.

The penalty is 0.3183 % × (1.210 + 0.575) = 0.57 %. Here KW = 3.2, and direct integration gives the same value as the closed form to the printed digits.

To express this in ohms, a smooth-line resistivity is needed. A leading-order estimate for wholly diffuse surfaces, meant for ℓ well below W and t and taken here as an input, multiplies the bulk value by 1 + (3ℓ/8)(1/W + 1/t) = 1.176. This gives 9.41 µΩ cm and 117.6 Ω/µm. At ℓ/W = 0.31 the leading term is slightly low: the full kinetic integral for this cross-section gives a factor of about 1.19, which would raise these values by 1.5 %. The roughness penalty is then about 0.67 Ω/µm.

The choice of cutoff matters more than the digits. With K = 2π/ℓ, an equally defensible reading of the same length, the penalty is 1.14 %. With K = π/a and a rough atomic spacing a = 0.27 nm, it is 1.92 %. The gain per decade is 0.73 percentage points, larger than the whole penalty at K = 1/ℓ. The rms slope at these three cutoffs is 0.055, 0.17 and 0.61. The expansion is comfortable at the first two, and overestimates the penalty by several per cent at the last even before the failure of Ohm's law is considered. The slope would reach 1 at a wavelength of 0.20 nm, below the atomic spacing, so in this example the atoms end the spectrum before the slope does.

Two comparisons at the same σ and ξ put the value in place. The series-resistor estimate 2σ²/W² is 0.50 %, and it uses the full variance of the edges. The cutoff at 1/ℓ keeps a fraction (2/π) arctan(3.2) = 0.81 of that variance, yet gives slightly more, because k coth(kW) exceeds 1/W at every nonzero k. A Gaussian autocorrelation needs no cutoff and gives 0.76 %. This is more than the exponential edge cut at 1/ℓ and less than the one cut at 2π/ℓ, so the exponential form is not the costlier one at every cutoff.

In a real ruthenium line several assumptions are broken. The sidewalls also vary with height, and the metal consists of grains; neither effect is sized here. The mean free path is 0.31 of both W and ξ, so local Ohm's law is only a moderate approximation even for the long waves. In the leading-order estimate, surface scattering raises the smooth-line resistivity by about 18 %, far more than the geometric penalty. Because it is stronger in narrow places, it adds roughly 0.1 percentage points to the long-wavelength penalty (0.10 in leading order, about 0.13 from the full kinetic integral). Roughness finer than ℓ does not drop out of the physics: it helps to decide how diffusely the edges scatter electrons, and so belongs in the resistivity. Adding its Laplace penalty to a resistivity that already includes diffuse scattering would risk counting it twice.

The penalty would also be hard to isolate in a measurement. With a rough temperature coefficient of 0.004 K⁻¹, warming the line by one to two kelvin changes its resistance by as much as the roughness does at K = 1/ℓ. Over a length of 1 µm, the mean width varies from line to line with a standard deviation of 0.28 nm, or 1.4 % of W, and this changes the resistance in first order. The second-order penalty is a shift of the average over many lines. At K = 1/ℓ it is smaller than the spread among them.

A penalty computed from σ and ξ for an exponential edge is therefore incomplete until K is stated with it. If the edge is sampled at intervals Δ, the sampling imposes a cutoff of order π/Δ, and a finer image raises the computed penalty with no change in the metal. Point samples also fold the power above π/Δ back to smaller k, which changes the constant but not the gain per decade. For the example, integrating the folded spectrum up to π/Δ gives 0.17 percentage points more than the sharp cutoff, while joining the samples by straight lines gives 0.07 points less. A gradual cutoff in place of a sharp one alters the constant beside the logarithm but not its coefficient, provided Kξ and KW are both large. The remaining values are in the numerical output.

Computed results

```
KERNEL TEST, two correlated edges (penalty / amplitude^2, W = 1)
finite elements 0.9491, second order 0.9502, without cross term 1.4906
LAPLACE TEST, one rough edge, W = 3 xi, period 8 xi
small sigma = 0.005 xi: penalty / (sigma/xi)^2
 K xi =   3.14: bounds 0.2657 to 0.2663, second order 0.2661
 K xi =  12.57: bounds 0.5282 to 0.5337, second order 0.5339
 K xi =  50.27: bounds 0.8158 to 0.8244, second order 0.8226
large sigma = 0.5 xi: penalty in %, mean of h and -h
 K xi =   3.14: bounds 6.40 to 6.42, second order 6.65, least-width bound 34.2
 K xi =  12.57: bounds 10.35 to 10.76, second order 13.35, least-width bound 38.9
 K xi =  50.27: bounds 12.94 to 13.86, second order 20.57, least-width bound 40.1
 growth from K xi = 12.6 to 50.3: full 2.85 %, second order 7.22 %
EXAMPLE, ruthenium-like line (rough typical inputs)
W = 20 nm, thickness = 40 nm, sigma = 1 nm, xi = 20 nm
bulk resistivity = 8 microohm cm, resistivity x mean free path = 5e-16 ohm m^2
mean free path ell = 6.25 nm, atom spacing a = 0.27 nm
line resistivity = 9.41 microohm cm, smooth-line resistance = 117.6 ohm/um
z = W/(pi xi) = 0.3183, digamma(z) = -3.2902
prefactor 4 sigma^2/(pi xi W) = 0.3183 %
two independent edges, exponential autocorrelation:
 K = 1/ell = 0.160 /nm: penalty 0.568 % (closed form 0.568 %), 0.67 ohm/um, rms slope 0.055
 K = 2pi/ell = 1.005 /nm: penalty 1.139 % (closed form 1.139 %), 1.34 ohm/um, rms slope 0.172
 K = pi/a = 11.636 /nm: penalty 1.918 % (closed form 1.918 %), 2.25 ohm/um, rms slope 0.607
gain per decade of K = 0.733 % (formula 0.733 %)
long-wavelength estimate 2 sigma^2/W^2 = 0.500 %
Gaussian autocorrelation, no cutoff: penalty 0.758 %
ratio of successive decades for tail k^(-1-2 alpha): alpha 0.4: 1.585, alpha 0.5: 1.000, alpha 0.6: 0.631
rms slope reaches 1 at K = 31.5 /nm, wavelength 0.200 nm
NEGLECTED EFFECTS for these numbers
surface scattering raises smooth-line resistivity by 17.6 %
its width dependence adds 0.103 % to the long-wavelength penalty
spread of mean width over 1000 nm: 0.280 nm = 1.40 % of W
temperature rise equal to the penalty at K = 1/ell: 1.42 K (coefficient 0.004 /K, rough)
ell/W = 0.31, ell/xi = 0.31
```
